# Bayesian error-estimation ensemble for density functionals: Hessian, temperature and frozen-density propagation

## Result

Let a density functional depend linearly on \(M\) dimensionless parameters \(a\), and let it be fitted to \(N\) reaction energies by minimizing

\[
C(a)=\tfrac12|\Phi a-y|^2+\tfrac12\omega^2|a|^2 .
\]

Let \(a_0\) be the minimum, \(H\) the Hessian, \(r=\Phi a_0-y\) the vector of residuals and \(S_0=|r|^2\). The ensemble of functionals \(P(a)\propto e^{-C(a)/T}\) is Gaussian with covariance \(\Sigma=TH^{-1}\). Its variances, summed over the training reactions, equal \(S_0\) when

\[
T=\frac{S_0}{N_{\rm eff}},\qquad N_{\rm eff}=\mathrm{tr}\,(\Phi H^{-1}\Phi^T).
\]

For a new reaction, whose energy at fixed densities changes by \(x\cdot\delta\) when \(a_0\to a_0+\delta\), the predicted standard deviation is

\[
\sigma=\sqrt{T\,x^TH^{-1}x}.
\]

This fixed-density estimate needs no new self-consistent calculation for the members of the ensemble. The neglected density relaxation is of second order in \(\delta\).

The matching concerns a sum over the training set. It does not reproduce each error separately, and it does not guarantee the size of errors elsewhere.

## Model and cost

The energy of a species at density \(n\) is

\[
E[n;a]=E[n;0]+\sum_{m=1}^{M}a_mX_m[n].
\]

Here \(a=0\) is the starting functional, and \(X_m\) is the energy of the \(m\)th added term. A reaction energy is a sum over species with stoichiometric coefficients \(\nu_s\), negative for reactants. Row \(i\) of \(\Phi\) holds the combinations \(\sum_s\nu_sX_m[n_s]\) for training reaction \(i\), and \(y_i\) is the reference energy minus the energy of the starting functional. Thus \(r_i\) is the fitted energy minus the reference.

The training densities are frozen at those of the starting functional, so \(\Phi\) does not depend on \(a\). The second term of the cost keeps the parameters near zero where the data say little. With energies in eV, \(\Phi\), \(y\) and \(\omega\) are in eV, while \(C\), \(H\) and \(T\) are in eV². The "temperature" is a scale for the cost and has no thermal meaning.

Differentiating the cost gives

\[
\nabla C=\Phi^T(\Phi a-y)+\omega^2a,\qquad
H=\Phi^T\Phi+\omega^2\mathbf 1 .
\]

Setting the gradient to zero gives \(Ha_0=\Phi^Ty\), hence \(a_0=H^{-1}\Phi^Ty\). For \(\omega>0\) the matrix \(H\) is positive definite, so this is the unique minimum. The cost is quadratic and its gradient vanishes at \(a_0\). With \(\delta=a-a_0\) and \(C_0=C(a_0)\), therefore,

\[
C(a)=C_0+\tfrac12\delta^TH\delta .
\]

If the training densities were relaxed for every \(a\), with reaction energies \(E_i(a)\) and Jacobian \(J_{im}=\partial E_i/\partial a_m\), a second differentiation would give

\[
H_{\rm relaxed}=J^TJ+\sum_i r_i\,\nabla\nabla E_i+\omega^2\mathbf 1 .
\]

The frozen-density cost omits the middle term and has \(\Phi\) in place of \(J\). It is this cost that defines the ensemble here.

## From the cost to an ensemble

Suppose that all we prescribe about \(P(a)\) is its mean cost, and that we measure entropy with a flat measure in \(a\). Stationarity of

\[
-\int P\ln P\,da-\alpha\int P\,da-\beta\int PC\,da
\]

requires \(-\ln P-1-\alpha-\beta C=0\). Hence \(P=e^{-\beta C}/Z\), where \(Z\) normalizes the distribution and \(T=1/\beta\).

This is a maximum. Let \(Q\) be another distribution with the same mean cost. Then

\[
-\int Q\ln P\,da=\ln Z+\beta\langle C\rangle=-\int P\ln P\,da ,
\]

and the entropy of \(P\) exceeds that of \(Q\) by \(\int Q\ln(Q/P)\,da\ge0\). The flat measure is an assumption: a nonlinear change of parameters would in general turn it into a different measure.

Inserting the quadratic cost,

\[
P(a)\propto\exp\!\left(-\frac{\delta^TH\delta}{2T}\right).
\]

Write \(\delta=\sqrt T\,H^{-1/2}v\). The exponent becomes \(-|v|^2/2\), so the components of \(v\) are independent standard normal variables and \(\langle vv^T\rangle=\mathbf 1\). Therefore

\[
\langle\delta\rangle=0,\qquad
\Sigma=\langle\delta\delta^T\rangle
=TH^{-1/2}\langle vv^T\rangle H^{-1/2}=TH^{-1}.
\]

The same substitution provides a way to draw members of the ensemble. It also gives the mean cost,

\[
\langle C\rangle=C_0+\tfrac T2\langle|v|^2\rangle=C_0+\tfrac{MT}{2}.
\]

Maximum entropy fixes the form of the ensemble but leaves \(T\) free. The observed errors must supply it.

## Fixing the temperature

For training reaction \(i\), with \(\phi_i^T\) the \(i\)th row of \(\Phi\), the ensemble variance is \(\sigma_i^2=T\phi_i^TH^{-1}\phi_i\). Summing the diagonal elements gives

\[
\sum_i\sigma_i^2=T\,\mathrm{tr}(\Phi H^{-1}\Phi^T)=TN_{\rm eff}.
\]

Demanding \(\sum_i\sigma_i^2=S_0\) gives \(T=S_0/N_{\rm eff}\). The solution is unique if \(\Phi\ne0\), since then \(N_{\rm eff}>0\).

The number \(N_{\rm eff}\) counts the parameters that the data determine. The fitted values are \(\hat y=\Phi a_0=\Phi H^{-1}\Phi^Ty\), so

\[
N_{\rm eff}=\sum_i\frac{\partial\hat y_i}{\partial y_i}.
\]

By the cyclic property of the trace and \(\Phi^T\Phi=H-\omega^2\mathbf1\), it is also

\[
N_{\rm eff}=\mathrm{tr}(\mathbf1-\omega^2H^{-1})
=\sum_{k=1}^{M}\left(1-\frac{\omega^2}{h_k}\right),
\]

where \(h_k\) are the eigenvalues of \(H\). A direction with \(h_k\gg\omega^2\) counts as one parameter. A direction with \(h_k\approx\omega^2\), held by the regularization, counts as almost none.

Two factors need care. If the cost is defined without the halves, both \(C\) and \(H\) double. The matched temperature then doubles too, and \(\Sigma\) is unchanged. Secondly, \(S_0\) contains residuals alone. Since \(2C_0=S_0+\omega^2|a_0|^2\), the choice \(T=2C_0/N_{\rm eff}\) would make the summed variance too large by \(\omega^2|a_0|^2\).

## What the temperature means

Replicate every training datum \(k\) times and replace \(\omega^2\) by \(k\omega^2\). Then \(H\to kH\) and \(\Phi^Ty\to k\Phi^Ty\), so \(a_0\) is unchanged. The residual sum becomes \(kS_0\), while \(N_{\rm eff}\) stays the same because the factor from the added rows cancels that from \(H^{-1}\). Consequently

\[
T\to kT,\qquad \Sigma\to(kT)(kH)^{-1}=\Sigma .
\]

At a fixed temperature, as for random noise of known variance, the covariance would shrink as \(1/k\). The matched ensemble keeps its width, because its scale is set by the residuals of the fit. These residuals can come from the limited form of the functional, from the pull of the regularization and from errors in the reference data.

The scaling of \(\omega^2\) is essential here. If \(\omega\) is held fixed, \(k\) copies of the data act like a single copy with \(\omega/\sqrt k\), and the width generally changes.

The two limits of the regularization show how the width depends on the fit. If \(\omega\to0\) and \(\Phi\) has full column rank, then \(N_{\rm eff}\to M\) and \(T\to S_{\rm LS}/M\), with \(S_{\rm LS}\) the least-squares residual sum.

If \(\omega\to\infty\), then \(H\to\omega^2\mathbf1\), \(a_0\to0\), \(S_0\to|y|^2\) and \(N_{\rm eff}\to\mathrm{tr}(\Phi^T\Phi)/\omega^2\). The diverging factors cancel in the covariance:

\[
\Sigma\to\frac{|y|^2}{\mathrm{tr}(\Phi^T\Phi)}\,\mathbf1 .
\]

A stiff regularization therefore does not make the ensemble narrow. The functional is pinned to its starting form, but the temperature rises until the spread accounts for that functional's errors.

## Propagation at fixed density

For one species, let \(E(a)=\min_nE[n;a]\), and let \(n_0\) be the minimizing density at \(a_0\). In an orbital calculation the minimum is over the occupied orbitals in the chosen basis. Using \(n_0\) as a trial density at \(a_0+\delta\) gives

\[
E(a_0+\delta)\le E[n_0;a_0+\delta]=E(a_0)+\delta\cdot X[n_0].
\]

The equality follows from linearity in \(a\), and the inequality from the minimum principle. If the minimizer varies smoothly with \(a\), the chain rule gives \(X_m[n_0]\) plus the change of energy caused by the change of density. The second contribution vanishes because the energy is stationary against allowed density changes. Thus

\[
\left.\frac{\partial E}{\partial a_m}\right|_{a_0}=X_m[n_0].
\]

Expanding to the next order,

\[
E(a_0+\delta)=E(a_0)+\delta\cdot X[n_0]-\tfrac12\delta^TK\delta+O(\delta^3),
\qquad K=-\nabla\nabla E\big|_{a_0}.
\]

The upper bound shows that \(K\) has no negative eigenvalue. The quadratic term is the energy gained when the density relaxes.

For a reaction, define \(x=\sum_s\nu_sX[n_{0,s}]\) and \(K_R=\sum_s\nu_sK_s\). At fixed densities the shift is \(x\cdot\delta\), and its variance is

\[
\sigma^2=x^T\langle\delta\delta^T\rangle x=T\,x^TH^{-1}x .
\]

The matrix \(K_R\) can have either sign because the \(\nu_s\) do. The upper bound for total energies is therefore not a bound for reaction energies.

The order of the error in the variance can be found as well. The linear and quadratic terms are uncorrelated, since their product is odd in \(\delta\). The quadratic term has variance

\[
\left\langle\left(\tfrac12\delta^TK_R\delta\right)^2\right\rangle
-\left\langle\tfrac12\delta^TK_R\delta\right\rangle^2
=\tfrac12\mathrm{tr}(K_R\Sigma K_R\Sigma)=O(T^2).
\]

The covariance of the linear term with the cubic term involves four factors of \(\delta\) and is also \(O(T^2)\). For a smooth energy and \(x\ne0\), \(\sigma^2\) is therefore the leading term at small \(T\), with \(H\) held fixed. The mean shifts by \(-\frac12\mathrm{tr}(K_R\Sigma)\), which is \(O(T)\). The expansion can fail near a level crossing or where the self-consistent solution changes character.

## Species must share their draws

Let \(x_s=X[n_{0,s}]\). The reaction variance is

\[
\sigma^2=\sum_{s,s'}\nu_s\nu_{s'}\,x_s^T\Sigma x_{s'} .
\]

The terms with \(s\ne s'\) describe errors common to different species. Drawing separate parameters for each species would remove these terms. Each member of the ensemble must therefore be one functional, applied to all species.

## A computed example

The starting functional is PBE. Parameter \(a_1\) replaces PBE exchange by Slater exchange, \(a_2\) replaces it by B88 exchange, and \(a_3\) replaces PBE correlation by LYP correlation. Seven hydrogenation reactions of small closed-shell molecules form the training set.

The reference is frozen-core CCSD(T) in the 6-31G* basis, also used for the functionals, at the same fixed, rounded geometries. This reference omits vibrations, core correlation and higher excitations, and the basis is small. The fit learns the difference between CCSD(T) and PBE in this basis, so the fitted functional serves as a demonstration and not for general use.

With \(\omega=0.2\) eV the best parameters are \(a_0=(-0.623,\,1.307,\,-1.513)\). The root-mean-square error falls from 0.527 eV for PBE to 0.164 eV for the fit, evaluated at the PBE densities. All functional energies use a coarse integration grid. A finer grid moves the parameters by up to 0.003, the residuals by up to 0.002 eV, \(S_0\) by about 0.002 eV² and \(T\) by about 0.001 eV². The further digits given below serve only to show internal consistency.

The Hessian eigenvalues are 0.0408, 0.0781 and 8.1793 eV², while \(\omega^2=0.04\) eV². Hence

\[
N_{\rm eff}\approx\left(1-\frac{0.04}{0.0408}\right)
+\left(1-\frac{0.04}{0.0781}\right)
+\left(1-\frac{0.04}{8.1793}\right)
\approx0.02+0.49+1.00\approx1.50 .
\]

The data determine one combination of parameters well, a second by about half, and the third hardly at all. Refits to perturbed data give the same \(N_{\rm eff}\). The temperature is

\[
T=\frac{0.18923\ {\rm eV}^2}{1.5028}=0.1259\ {\rm eV}^2 .
\]

Direct quadrature over the Boltzmann weight returns a summed variance of 0.18923 eV², as required. The temperature from the full cost would give 0.36461 eV².

The individual reactions show what the matching leaves open:

| Reaction | Residual (eV) | \(\sigma_i\) (eV) |
|---|---:|---:|
| CO + 3H₂ → CH₄ + H₂O | −0.025 | 0.206 |
| F₂ + H₂ → 2HF | 0.347 | 0.214 |
| C₂H₂ + 3H₂ → 2CH₄ | −0.106 | 0.173 |
| C₂H₄ + 2H₂ → 2CH₄ | −0.075 | 0.081 |
| HCN + 3H₂ → CH₄ + NH₃ | −0.066 | 0.193 |
| H₂CO + 2H₂ → CH₄ + H₂O | 0.126 | 0.112 |
| H₂O₂ + H₂ → 2H₂O | 0.176 | 0.122 |

The fluorine reaction supplies \(0.347^2/0.189\approx64\%\) of \(S_0\). Every variance contains the factor \(T=S_0/N_{\rm eff}\), so this residual supplies the same share of each variance. Leaving the reaction out would have a different effect, because the fit, \(H\) and \(N_{\rm eff}\) would change too.

## Prediction for ammonia formation

The reaction N₂ + 3H₂ → 2NH₃ was not in the training set. Its feature vector at the self-consistent densities of \(a_0\) is \(x=(-1.714,\,0.168,\,0.362)\) eV. On the coarse grid (a finer one lowers the prediction at PBE densities by about 0.002 eV and \(\sigma\) by about 0.001 eV), the prediction and its ensemble deviation are

\[
\Delta E=-0.614\pm0.244\ {\rm eV}.
\]

The CCSD(T) reference is −0.602 eV, and PBE gives −1.361 eV. The error of the prediction relative to the reference, −0.012 eV, is much smaller than \(\sigma\). One such result neither confirms nor refutes the error bar. The bar refers to the small-basis reference only. That reference itself moves to −1.15 eV in the 6-31G** basis and to about −1.5 eV when an MP2 correction to cc-pVTZ is added, several times \(\sigma\).

The deviations of the total energies are 12.72 eV for N₂, 1.03 eV for H₂ and 7.79 eV for NH₃. Combined as if independent, they would give

\[
\sqrt{12.72^2+(3\times1.03)^2+(2\times7.79)^2}\ {\rm eV}\approx20.3\ {\rm eV}.
\]

The correlations reduce this to 0.244 eV. The combined shift of the reactants is nearly equal to that of the products, so the two largely cancel in the reaction energy.

## Check of the neglected relaxation

A useful direction for the check is the most probable displacement that changes the prediction by \(\sigma\). Minimizing \(\frac12\delta^TH\delta\) at fixed \(x\cdot\delta=\sigma\) gives \(H\delta=\mu x\), with \(\mu\) a multiplier. The constraint then reads \(\mu x^TH^{-1}x=\mu\sigma^2/T=\sigma\), so \(\mu=T/\sigma\) and

\[
\delta_*=\frac{TH^{-1}x}{\sigma}.
\]

Here \(\delta_*=(-0.302,\,-0.473,\,-0.537)\). Self-consistent calculations at \(a_0+\lambda\delta_*\) give a slope in \(\lambda\) of 0.24414 eV, equal to \(\sigma\) to the printed digits.

At \(\lambda=1\), the fixed-density total energies lie above the relaxed ones by 2.550 meV for N₂, 1.886 meV for H₂ and 3.874 meV for NH₃. For the reaction, the fixed-density energy minus the relaxed one is

\[
-2.550-3(1.886)+2(3.874)\approx-0.46\ {\rm meV}.
\]

The relaxed reaction shift is accordingly 0.24460 eV instead of 0.24414 eV, a difference of about 0.2% of \(\sigma\). The negative sign shows that the upper bound for species does not carry over to the reaction. Averaged over \(\pm\lambda\) and summed over the three species, the relaxation energy grows by a factor 4.000 when the displacement doubles, as a second-order term should. This direction understates the relaxation. Steps of one standard deviation along the three principal axes of \(\Sigma\) give reaction relaxations of about \(-0.5\), \(10\) and \(0.5\) meV. The mean shift \(-\frac12\mathrm{tr}(K_R\Sigma)\) is then about \(-10\) meV, comparable to the prediction error, and the quadratic term has a deviation of about 15 meV. Both are small against \(\sigma\). The cubic contribution, and hence the full self-consistent variance, was not computed.

## How far the error bar can be trusted

Leaving out each training reaction in turn, and refitting both the parameters and the temperature, gives a root-mean-square error of 0.237 eV against a root-mean-square ensemble deviation of 0.191 eV. The root-mean-square ratio of error to deviation is 1.20. A single reaction with a large error can dominate such a ratio: the fluorine reaction has ratio 2.2, and the other six give about 0.95. Seven reactions with shared species are too few to establish a general calibration factor.

The regularization matters far more than the density relaxation found along \(\delta_*\). For \(\omega=0.1\), 0.2 and 0.4 eV, the target deviation is 0.124, 0.244 and 0.392 eV, with \(x\) held fixed. Over this range \(N_{\rm eff}\) falls from 1.87 to 1.18, while \(T\) rises from 0.022 to 0.385 eV². The residual sum \(S_0=TN_{\rm eff}\) is 0.040 eV² at \(\omega=0.1\) eV and 0.189 eV² at 0.2 eV. Most of the residual sum at 0.2 eV is thus due to the regularization, and not to an inability of the three terms to fit the data. An ensemble error bar should therefore be reported together with its regularization and training set.

There is also an error that no choice of \(T\) can reveal. If \(x=0\), then the fixed-density \(\sigma\) is zero, whatever the true error, and only the second-order relaxation term is left. The ensemble explores only the terms included in the functional. Deficiencies that show up as training residuals raise \(T\), but even a large \(T\) gives no spread to a reaction energy that these terms do not change. The numerical output below gives the remaining feature values and parameter deviations.

## Table of computed values

```
training reactions N = 7, parameters M = 3, omega = 0.2 eV
reaction: reference, PBE error, fit residual, ensemble sigma (eV)
  CO+3H2->CH4+H2O: -1.943, -0.718, -0.025, 0.206
  F2+H2->2HF: -4.720, 0.492, 0.347, 0.214
  C2H2+3H2->2CH4: -4.470, -0.688, -0.106, 0.173
  C2H4+2H2->2CH4: -2.360, -0.337, -0.075, 0.081
  HCN+3H2->CH4+NH3: -2.617, -0.708, -0.066, 0.193
  H2CO+2H2->CH4+H2O: -1.897, -0.143, 0.126, 0.112
  H2O2+H2->2H2O: -3.071, 0.278, 0.176, 0.122
feature rows Phi (eV): Slater-PBE x, B88-PBE x, LYP-PBE c
  CO+3H2->CH4+H2O: -1.5671, 0.1898, 0.3513
  F2+H2->2HF: -0.4451, -0.0436, 0.2417
  C2H2+3H2->2CH4: -1.2776, 0.1847, 0.3011
  C2H4+2H2->2CH4: -0.6072, 0.0833, 0.1489
  HCN+3H2->CH4+NH3: -1.4899, 0.1809, 0.3457
  H2CO+2H2->CH4+H2O: -0.8136, 0.0759, 0.2230
  H2O2+H2->2H2O: -0.2059, -0.0240, 0.1314
best parameters a0: -0.6231, 1.3068, -1.5128
parameter standard deviations: 0.4514, 1.5897, 1.4080
Hessian eigenvalues (eV^2): 0.0408, 0.0781, 8.1793
summed squared residual S0 = 0.18923 eV^2
minimum cost C0 = 0.18231 eV^2
effective parameters N_eff = 1.5028; from refits 1.5028
temperature T = 0.12592 eV^2
summed ensemble variance by quadrature = 0.18923 eV^2
same with T from full cost = 0.36461 eV^2
mean cost by quadrature = 0.37119 eV^2
rms PBE error = 0.5268 eV
rms residual = 0.1644 eV
rms leave-one-out error = 0.2372 eV
rms leave-one-out sigma = 0.1914 eV
rms of leave-one-out error/sigma = 1.204
held-out reaction N2+3H2->2NH3
features x at a0 densities (eV): -1.7139, 0.1683, 0.3615
reference energy = -0.6021 eV
PBE energy = -1.3606 eV
fitted functional, self-consistent = -0.6142 eV
fitted functional, PBE densities = -0.6076 eV
error of fitted functional = -0.0121 eV
ensemble sigma = 0.2441 eV; from 20000 draws 0.2441 eV
sigma with features at PBE densities = 0.2431 eV
sigma of total energies (eV): N2 12.7165, H2 1.0270, NH3 7.7887
sigma if species were independent = 20.3435 eV
one-sigma displacement of a: -0.3021, -0.4727, -0.5366
self-consistent slope along it = 0.24414 eV (sigma 0.24414 eV)
lambda -1: self-consistent shift -0.24369 eV; omitted relaxation (meV) N2 2.555, H2 1.877, NH3 3.868
lambda +1: self-consistent shift 0.24460 eV; omitted relaxation (meV) N2 2.550, H2 1.886, NH3 3.874
relaxation ratio, full to half displacement = 4.000
omega 0.1 eV: N_eff 1.866, T 0.02155 eV^2, target sigma 0.1244 eV
omega 0.2 eV: N_eff 1.503, T 0.12592 eV^2, target sigma 0.2441 eV
omega 0.4 eV: N_eff 1.178, T 0.38531 eV^2, target sigma 0.3917 eV
```
